# Tunnelling leakage at a 1.4 eV gallium oxide Schottky barrier

**Question.** A metal contact on n-type gallium oxide has a Schottky barrier of 1.4 eV, and the conduction-band mass is $0.28\,m_0$. Reverse bias raises the field at the metal from 3 to 8 MV/cm, the upper value being roughly the breakdown field estimated for this material. How large is the electron tunnelling leakage, and how does it scale with field?

**Answer.** The field sets how thick the barrier is, and the thickness enters through an exponential. The exponent comes first, then the current that goes with it, then the corrections.

## The exponent

Measure energy from the metal Fermi level and let $x$ be the distance into the semiconductor. Let $q>0$ be the elementary charge, $F$ the magnitude of the field, and $\phi$ the barrier height as an energy. With a uniform field and no image force, an electron at the Fermi level sees

$$u(x)=\phi-qFx,\qquad 0<x<w,\qquad w=\frac{\phi}{qF}.$$

The width $w$ is 4.67 nm at 3 MV/cm and 1.75 nm at 8 MV/cm. For a parabolic band of mass $m$ the wave decays at the local rate $\kappa=\sqrt{2mu}/\hbar$. In the WKB approximation the amplitude falls by $\exp(-\int\kappa\,dx)$, so the probability falls by $e^{-G}$ with $G=2\int\kappa\,dx$. Since $dx=-du/(qF)$,

$$G=\frac{2\sqrt{2m}}{\hbar qF}\int_0^{\phi}u^{1/2}\,du
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qF}.$$

For the stated barrier and mass, $GF=59.88$ MV/cm. Hence

$$G(3)=\frac{59.88}{3}=19.96,\qquad G(8)=\frac{59.88}{8}=7.48,$$

where the arguments are in MV/cm. The exponent thus falls from about 20 to 7.5, and $e^{-G}$ rises from $2.1\times10^{-9}$ to $5.6\times10^{-4}$.

## What WKB leaves out of the transmission

The linear barrier can be solved without WKB. Put $\alpha=(2mqF/\hbar^2)^{1/3}$ and $z=\alpha(w-x)$. The Schrödinger equation becomes $d^2\psi/dz^2=z\psi$, the Airy equation. Far beyond the exit, with $y=-z$ large,

$$\mathrm{Bi}+i\,\mathrm{Ai}\simeq \pi^{-1/2}y^{-1/4}
\exp\!\left[i\left(\tfrac23y^{3/2}+\tfrac{\pi}{4}\right)\right].$$

Its phase grows with $x$, so this combination is the outgoing wave. The Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$ gives its particle flux, $\hbar\alpha/(\pi m)$.

At the metal, $z_0=\alpha w$. When $z_0$ is large, $\mathrm{Ai}$ is negligible there and

$$\psi(0)\simeq\frac{e^{G/2}}{\sqrt{\pi}\,z_0^{1/4}},\qquad
\psi'(0)\simeq-\kappa_0\psi(0),\qquad
\kappa_0=\alpha\sqrt{z_0}=\frac{\sqrt{2m\phi}}{\hbar},$$

because $\tfrac23z_0^{3/2}=\tfrac23\kappa_0w=G/2$. Take a free-electron metal with normal wavevector $k_m$. Continuity of $\psi$ and of $\psi'/\text{mass}$ fixes the incident amplitude:

$$A=\tfrac12\psi(0)(1+ir),\qquad r=\frac{\kappa_0/m}{k_m/m_0}.$$

Dividing the outgoing flux by the incident flux $(\hbar k_m/m_0)|A|^2$ gives

$$T\simeq\frac{\hbar\alpha}{\pi m}\,
\frac{m_0}{\hbar k_m}\,\frac{4\pi\sqrt{z_0}\,e^{-G}}{1+r^2}
=\frac{4r}{1+r^2}\,e^{-G}.$$

For a normal kinetic energy of 7 eV in the metal, a round model value, $r=0.845$ and the interface factor is 1.97. The estimates $1.97\,e^{-G}$ agree with the full Airy transmissions, $4.24\times10^{-9}$ and $1.11\times10^{-3}$, to better than 1 percent. In this model WKB has the right exponent and misses a factor of about two. The thick-barrier factor $4r/(1+r^2)$ cannot exceed 2, since $2r\le1+r^2$. The currents below set it to 1.

## From transmission to current

A transmission is not yet a leakage current: one must count the electrons that strike the barrier. Assume that the wavevector $\mathbf{k}$ parallel to the interface is conserved, that the metal supplies all the required states, and that the final states in the reverse-biased semiconductor are empty.

An electron of total energy $E$ has transverse energy $\varepsilon=\hbar^2k^2/2m$ in the semiconductor. That energy is not available for the normal motion, so the barrier depends on $W=E-\varepsilon$:

$$G(W)=\frac{4\sqrt{2m}}{3\hbar qF}(\phi-W)^{3/2}\quad(W<\phi).$$

Above the barrier, $G(W)$ is set to zero. In one dimension, velocity times density of states is $1/(2\pi\hbar)$ per spin for each direction of motion. With two spins and the Fermi function $f$,

$$J=\frac{2q}{2\pi\hbar}\int dE\,f(E)\int\frac{d^2k}{(2\pi)^2}\,e^{-G(E-\varepsilon)}.$$

Here $d^2k/(2\pi)^2$ becomes $k\,dk/(2\pi)=m\,d\varepsilon/(2\pi\hbar^2)$. Hold $W$ fixed and integrate first over $\varepsilon$:

$$\int_0^\infty f(W+\varepsilon)\,d\varepsilon
=k_BT\ln\!\left(1+e^{-W/k_BT}\right)\equiv S(W),$$

$$J=\frac{qm}{2\pi^2\hbar^3}\int dW\,e^{-G(W)}S(W).$$

**Zero temperature.** Now $S=-W$ below the Fermi level and zero above it. Near $W=0$, $G(W)\simeq G-W/d$, where

$$\frac1d=-\left.\frac{dG}{dW}\right|_{0}=\frac{3G}{2\phi},\qquad
d=\frac{2\phi}{3G}=\frac{\hbar qF}{2\sqrt{2m\phi}}.$$

The energy $d$ is the depth below the Fermi level over which transmission drops by a factor $e$: 0.047 eV at 3 MV/cm and 0.125 eV at 8 MV/cm. Since $\int_{-\infty}^0(-W)e^{W/d}dW=d^2$ and $d^2=\hbar^2q^2F^2/(8m\phi)$,

$$J_0=\frac{qm\,d^2}{2\pi^2\hbar^3}e^{-G}
=\frac{q^3F^2}{16\pi^2\hbar\phi}\,e^{-G}.$$

The mass has cancelled from the prefactor: a heavier band offers more transverse states, but its transmission falls faster with energy. Numerically,

$$J_0(3)=9.91\times10^6\times2.15\times10^{-9}=0.021\ \mathrm{A/cm^2},$$

$$J_0(8)=7.05\times10^7\times5.62\times10^{-4}=4.0\times10^4\ \mathrm{A/cm^2}.$$

The linear expansion can be checked by its next term, $+(3G/8\phi^2)W^2$. With the weight $|W|e^{W/d}$ the mean of $W^2$ is $6d^2$, so the leading relative change in current is

$$-\frac{3G}{8\phi^2}\,6d^2=-\frac1G.$$

This is $-5$ percent at 3 MV/cm and $-13$ percent at 8 MV/cm. Direct summation over energy and transverse wavevector lies about 4.6 and 10.6 percent below the formula, as expected once higher terms are included.

**Finite temperature.** Keep the linear expansion and let $c=k_BT/d$. Since $dS/dW=-f$, integration by parts gives

$$\int e^{W/d}S\,dW=d\int e^{W/d}f\,dW
=d\,k_BT\int_{-\infty}^{\infty}\frac{e^{ct}}{1+e^t}\,dt.$$

The boundary terms vanish for $0<c<1$. Call the last integral $I$. Shifting its path by $2\pi i$ multiplies it by $e^{2\pi ic}$, and the strip between the paths contains one pole, at $t=i\pi$, with residue $-e^{i\pi c}$. Therefore $I(1-e^{2\pi ic})=-2\pi i\,e^{i\pi c}$, or $I=\pi/\sin\pi c$, and

$$J\simeq J_0\,\frac{\pi c}{\sin\pi c}.$$

At 300 K the factor is 1.76 at 3 MV/cm and 1.07 at 8 MV/cm. The full integral over $W$ gives 0.036 and $3.8\times10^4$ A/cm², a ratio of about $10^6$.

At 500 K it gives 0.14 and $4.4\times10^4$ A/cm², with barrier height and mass held fixed. At the lower field $c=0.92$, and the simple factor, about 12, would predict 0.25 A/cm², almost twice the full result. The reason lies in the range of energies above the Fermi level that the linear formula counts, $k_BT/(1-c)\approx0.5$ eV. This is no longer small beside $\phi$, so the curvature of $G(W)$ matters. Since $c\propto T/F$, the formula diverges at about 1.7 MV/cm for 300 K and 2.8 MV/cm for 500 K. Near or below those fields the full integral is needed.

## How steep the scaling is

From the cold formula at fixed $\phi$ and $m$,

$$\frac{d\ln J_0}{d\ln F}=2+G.$$

The cold formula therefore behaves locally like $F^{22}$ at 3 MV/cm and like $F^{9.5}$ at 8 MV/cm. The full integral at 300 K is somewhat less steep, with local powers 20.7 and 9.2. Between these fields the prefactor contributes $(8/3)^2=7.1$, while the exponential contributes $e^{12.47}\approx2.6\times10^5$.

The barrier height enters as $\phi^{3/2}$. To keep $G=20$ at 8 MV/cm with the same mass, the height would have to be

$$1.4\times(8/3)^{2/3}\approx2.7\ \mathrm{eV}.$$

This is more than half the 4.8 eV gap, where a parabolic band is a poor guide, so it is a low estimate and not a design value. The equal-mass Franz band introduced below needs 3.2 eV for the same exponent, and holding the 300 K current to 1 mA/cm² needs 3.1 eV even with the parabolic band.

## Corrections that enter the exponent

**Image force.** An electron at $x$ is attracted by its image at $-x$ with force $q^2/[4\pi\epsilon(2x)^2]$, where $\epsilon$ is the permittivity. Integrating from infinity adds $-q^2/(16\pi\epsilon x)$ to $u$. The barrier top is where the slopes balance, $qF=q^2/(16\pi\epsilon x_m^2)$. There the two lowering terms are equal, so the total lowering is

$$\Delta\phi=2qFx_m=\sqrt{\frac{q^3F}{4\pi\epsilon}}.$$

Which permittivity applies depends on whether the lattice can follow the electron. A semiclassical measure of the traversal time uses the speed $\sqrt{2u/m}$:

$$\tau=\int_0^w\sqrt{\frac{m}{2u}}\,dx=\frac{\sqrt{2m\phi}}{qF}.$$

It is 7.0 fs at 3 MV/cm and 2.6 fs at 8 MV/cm. A rough phonon energy of 0.05 eV corresponds to $\hbar/(0.05\ \mathrm{eV})=13$ fs. This favours the optical permittivity at the higher field. At 3 MV/cm the case is open: the highest polar modes, near 0.1 eV, correspond to 6.6 fs, comparable with the traversal time. The results for relative permittivities of 10 (static) and 3.6 (optical) show the range:

| Quantity | 3 MV/cm | 8 MV/cm |
|---|---|---|
| $\Delta\phi$, static / optical (eV) | 0.21 / 0.35 | 0.34 / 0.57 |
| $G$, static / optical | 19.2 / 18.1 | 6.8 / 5.9 |
| $J$ at 300 K, static / optical (A/cm²) | 0.076 / 0.22 | $7.3\times10^4$ / $1.8\times10^5$ |

The exponent falls less than the peak height alone would suggest, because the image force removes energy mainly near the metal. That is also the limit of these values: roughly half of the drop in $G$ comes from within 0.2 nm of the metal, and the inner turning point lies at 0.07 nm (optical) or 0.03 nm (static), where neither the classical image nor WKB can be trusted. If the image term is held constant inside 0.1 to 0.2 nm and the wave equation is solved directly, the optical image raises the transmission by about 3.5 to 4.1 at 3 MV/cm and 2.8 to 3.3 at 8 MV/cm, instead of the WKB factors 6.2 and 5.0. The WKB gains due to the image force, and the factors built on them, are therefore on the high side, by up to about 1.8. The tabulated currents themselves are not, because they omit the interface factor of about 2: the direct solution gives 0.25 to 0.29 A/cm² and 2.1 to $2.4\times10^5$ A/cm² for the optical image, and 0.11 to 0.12 and about $1.1\times10^5$ A/cm² for the static one, 1.1 to 1.6 times the table values.

**Nonparabolic band.** In a two-band picture the decay rate bends over towards the valence band deep in the gap. The two-band Franz form replaces $u$ in $\kappa^2$ by $u(1-u/E_g)$, where $E_g$ is the gap. To first order $\kappa$ gains the factor $1-u/(2E_g)$. The average of $u$ with weight $u^{1/2}$ is $3\phi/5$, so

$$\frac{G_{\rm Franz}}{G}\simeq1-\frac{3\phi}{10E_g}=0.91.$$

The full integrals are 18.1 and 6.8. This form gives both bands the same mass, which is crude for gallium oxide with its flat valence band, so the size is uncertain. With a separate valence mass $m_v$, through $1/\kappa^2=\hbar^2/(2mu)+\hbar^2/[2m_v(E_g-u)]$, the ratio is 0.97 for $m_v=m_0$ and 0.99 for $m_v=3m_0$; the equal-mass 0.91 is the largest correction among these cases.

With the optical image force and the Franz band together, the exponents are 16.7 and 5.5. The transmission at the Fermi level then rises by factors of 26 and 7 (about 7 and 5 if $m_v=3m_0$, which would lower the estimates that follow in proportion). Applied to the ideal 300 K currents, these factors suggest roughly 1 A/cm² at 3 MV/cm and $3\times10^5$ A/cm² at 8 MV/cm. The values 20 and 7.5 therefore belong to the ideal triangle.

**Barrier height and mass.** Lowering $\phi$ by 0.1 eV multiplies $e^{-G}$ by 8.2 at 3 MV/cm and by 2.2 at 8 MV/cm. Lowering the mass by 5 percent changes $G$ to 19.5 and 7.3, which gives factors of about 1.7 and 1.2. An absolute current at the lower field is thus no better than an order-of-magnitude estimate unless the barrier is known to much better than 0.1 eV.

**Depletion charge.** For a uniform donor density $N$ and static permittivity $\epsilon$, the field falls as $F-qNx/\epsilon$. It vanishes at $x_d=\epsilon F/(qN)$, and the area under the field gives the band bending,

$$V=\tfrac12Fx_d=\frac{\epsilon F^2}{2qN}.$$

For $N=10^{17}$ cm⁻³ this is 249 V at 3 MV/cm and 1768 V at 8 MV/cm. The depletion region is far wider than the tunnelling distance, and the field falls only slightly across the barrier. Adding the term $q^2Nx^2/(2\epsilon)$ to $u$ and expanding $\sqrt u$ to first order raises $G$ by the fraction $2qNw/(5\epsilon F)$, which is a change of only about 0.02 and 0.001. The uniform field is a very good approximation here.

## Paths other than direct tunnelling

A defect level can divide the barrier into two hops. For a level at the metal Fermi energy, let $u_1$ be its depth below the local band edge. The second hop has an exponent proportional to $u_1^{3/2}$, so equal hops require

$$u_1^{3/2}=\tfrac12\phi^{3/2},\qquad u_1=2^{-2/3}\phi=0.88\ \mathrm{eV}.$$

Such a level lies 1.7 nm from the metal at 3 MV/cm, and each hop has exponent 10 instead of 20. The current also depends on the density and capture properties of the traps, so no value follows from this alone. The halved exponent shows why traps compete with direct tunnelling far more easily at the lower field; whether a realistic density is enough is not settled here. At 8 MV/cm the direct exponent is already small and there is less to gain.

Tunnelling across the whole gap offers a comparison with a bulk route. In the Franz model, $\int_0^{E_g}\sqrt{u(1-u/E_g)}\,du=\pi E_g^{3/2}/8$, the scaled area of a half circle of radius one half. Then

$$G_{\rm gap}=\frac{\pi\sqrt{2m}\,E_g^{3/2}}{4\hbar qF},$$

which is 75 at 3 MV/cm and 28 at 8 MV/cm. In this model the contact leaks long before the bulk does by interband tunnelling. Avalanche breakdown is a different process and is not covered.

## What the numbers mean for a device

Without image force, the 300 K leakage reaches 1 mA/cm² at 2.55 MV/cm and 1 A/cm² at 3.56 MV/cm. With the optical image force the fields are 2.36 and 3.24 MV/cm. Either way, the ideal contact passes 1 A/cm² at less than half of 8 MV/cm.

The power density makes the upper case plain. Taking the band bending as the voltage, the ideal 300 K currents dissipate 9 W/cm² at 3 MV/cm and $6.8\times10^7$ W/cm² at 8 MV/cm. The second cannot be a steady operating state: heating, or resistance elsewhere in the circuit, would intervene first. For a planar contact with this barrier, tunnelling at the metal sets the usable field as long as avalanche breakdown lies well above about 3.5 MV/cm. The breakdown field is not a fixed 8 MV/cm: it falls as the doping drops and the depleted layer widens, so in a thick, lightly doped layer the two limits can come close.

The barrier, mass, gap and permittivities are rough typical values for gallium oxide with a high-work-function metal. The doping is high for a kilovolt drift layer. A density of $10^{16}$ cm⁻³ would need ten times the band bending for the same surface field, with almost no change in $G$, provided the layer is thicker than the depletion width, about 17 µm at 3 MV/cm and 44 µm at 8 MV/cm; a thinner layer punches through and reaches the same field at a lower voltage. These widths and voltages count donor charge only. At 8 MV/cm the injected electrons, $J/(qv)\approx1$ to $2\times10^{16}$ cm⁻³ for a drift speed of 1 to $2\times10^7$ cm/s, exceed a doping of $10^{16}$ cm⁻³ and amount to 12 to 24 percent of $10^{17}$ cm⁻³, so the values at that field are nominal. Real contacts can also break the assumption of one uniform barrier and one uniform field. A patch 0.1 eV lower leaks about eight times more per unit area at 3 MV/cm if it is much wider than the barrier is thick. A small patch is partly pinched off by its surroundings: at the centre of a disc the factor is about 6 for a radius of 20 nm and about 3 for 5 nm. At a contact edge where the field is 10 percent higher, the full integral at 300 K rises by a factor of about 6.6; the cold power law, $1.1^{22}\approx8$, overstates this because the slope falls as the field rises and the thermal factor shrinks. At 8 MV/cm there is a further limit: the barrier is only 1.75 nm thick, comparable with the longest edge of the crystal's unit cell, so an effective-mass description is itself approximate. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
Pairs of values are for the two fields, in order
Fields: 3.0, 8.0 MV/cm
Barrier height: 1.40 eV
Band mass: 0.28 m0
Relative permittivity static, optical: 10.0, 3.6
Band gap: 4.8 eV
Donor density: 1.0e+17 cm^-3
Exponent times field: 59.88 MV/cm
Barrier width: 4.667, 1.750 nm
WKB exponent G: 19.958, 7.484
exp(-G): 2.149e-09, 5.618e-04
Metal normal kinetic energy: 7.0 eV
Velocity ratio r: 0.845
Interface factor 4r/(1+r^2): 1.972
Exact Airy transmission: 4.236e-09, 1.106e-03
Energy scale d: 0.0468, 0.1247 eV
Cold current prefactor: 9.909e+06, 7.047e+07 A/cm2
Cold current J0, formula: 2.129e-02, 3.959e+04 A/cm2
Cold current, direct sum: 2.032e-02, 3.537e+04 A/cm2
kT/d at 300 K: 0.553, 0.207
kT/d at 500 K: 0.921, 0.346
Thermal factor at 300 K, formula: 1.761, 1.074
Current at 300 K, full integral: 3.617e-02, 3.831e+04 A/cm2
Current at 500 K, full integral: 1.394e-01, 4.427e+04 A/cm2
Current ratio between fields, 300 K: 1.059e+06
Traversal time: 7.04, 2.64 fs
Assumed phonon energy: 0.05 eV
Phonon time hbar/energy: 13.16 fs
Image lowering, static: 0.208, 0.339 eV
Exponent with image, static: 19.217, 6.823
Current with image 300 K, static: 7.558e-02, 7.258e+04 A/cm2
Image lowering, optical: 0.346, 0.566 eV
Exponent with image, optical: 18.131, 5.876
Current with image 300 K, optical: 2.229e-01, 1.825e+05 A/cm2
Exponent with Franz band: 18.109, 6.791
Exponent with optical image and Franz band: 16.715, 5.503
Factor exp(G - that exponent): 25.62, 7.26
Exponent with depletion charge: 19.981, 7.486
Exponent for barrier lower by 0.1 eV: 17.859, 6.697
Factor exp(change) for 0.1 eV: 8.16, 2.20
Exponent for mass lower by 5 percent: 19.453, 7.295
Trap depth for equal hops: 0.882 eV
Trap distance from metal: 1.727, 0.648 nm
Exponent per trap hop: 9.979, 3.742
Exponent across full gap, Franz: 74.64, 27.99
Band bending: 248.7, 1768.4 V
Power density at 300 K current: 8.994e+00, 6.775e+07 W/cm2
Field for 1 mA/cm2, no image: 2.55 MV/cm
Field for 1 A/cm2, no image: 3.56 MV/cm
Field for 1 mA/cm2, optical image: 2.36 MV/cm
Field for 1 A/cm2, optical image: 3.24 MV/cm
```
